# The Breit–Rabi levels of ground-state hydrogen

A hydrogen atom in its 1s state has no orbital magnetic moment, but it contains two spins, that of the electron and that of the proton. Each spin feels the other's magnetism, and in an external field each also feels the field. In a weak field the two spins stay coupled to each other; in a strong field each is aligned separately. How do the four spin levels pass from one regime to the other, at what field does this happen, which states are drawn towards weak field, and which transition frequency is least disturbed by a weak stray field when no other field is applied?

## Setting and assumptions

Let $\mathbf S$ and $\mathbf I$ be the electron and proton spins in units of $\hbar$, both with spin quantum number $1/2$. Their magnetic moments are

$$\boldsymbol\mu_e=-\beta_e\mathbf S,\qquad \boldsymbol\mu_p=+\beta_p\mathbf I,\qquad \beta_e=g_e\mu_B,\quad \beta_p=g_p\mu_N ,$$

with $\beta_e>\beta_p>0$. The signs differ because the electron is negatively charged. The field is uniform and static, and the $z$ axis is taken along it, so that $B\ge 0$.

The assumptions are these. The orbital is the nonrelativistic 1s function with the reduced mass; the $g$ factors are those of the free particles; the proton is a point; and the spin interactions are treated to first order, so that other orbitals are not mixed in. A term quadratic in $B$, common to all four levels, is left out and estimated at the end.

The energy of a moment in a field is $-\boldsymbol\mu\cdot\mathbf B$, which gives $+\beta_eBS_z-\beta_pBI_z$. The mutual energy of the spins has the form $A\,\mathbf I\cdot\mathbf S$, as Lemma 1 shows. Hence

$$H=A\,\mathbf I\cdot\mathbf S+\beta_eBS_z-\beta_pBI_z .\tag{1}$$

## Theorem

Define $x=(\beta_e+\beta_p)B/A$. The four eigenvalues of (1) are

$$\begin{aligned}
E_d&=\tfrac A4+\tfrac12(\beta_e-\beta_p)B &&(F=1,\ m=1),\\
E_c&=-\tfrac A4+\tfrac A2\sqrt{1+x^2} &&(F=1,\ m=0),\\
E_b&=\tfrac A4-\tfrac12(\beta_e-\beta_p)B &&(F=1,\ m=-1),\\
E_a&=-\tfrac A4-\tfrac A2\sqrt{1+x^2} &&(F=0,\ m=0).
\end{aligned}\tag{2}$$

Here $m$ is the eigenvalue of $F_z=S_z+I_z$ and is a good quantum number at every $B$. The label $F$ names the zero-field state from which the level grows; for $m=0$ it is not a good quantum number once $B>0$.

## Lemma 1: the contact coupling

*For the 1s orbital the mutual energy of the spins is $A\,\mathbf I\cdot\mathbf S$ with*

$$A=\tfrac23\mu_0\,\beta_e\beta_p\,\rho(0),\qquad \rho(0)=\frac1{\pi a_r^3},$$

*where $\rho=|\psi|^2$ and $a_r=a_0(1+m_e/m_p)$ is the reduced-mass Bohr radius.*

*Proof.* The 1s function is real, so it carries no orbital current. The spin gives a magnetisation $\rho(r)\boldsymbol\mu_e$, whose current density is its curl. Since $\boldsymbol\mu_e$ does not depend on position,

$$\mathbf J=\nabla\times(\rho\boldsymbol\mu_e)=\nabla\rho\times\boldsymbol\mu_e=\rho'(r)\,\hat{\mathbf r}\times\boldsymbol\mu_e .$$

The Biot–Savart law gives the field at the proton, which sits at the origin. The vector from the source point to the proton is $-\mathbf r$, so

$$\mathbf B_e(0)=\frac{\mu_0}{4\pi}\int\frac{\mathbf J\times(-\hat{\mathbf r})}{r^2}\,d^3r .$$

The identity $(\mathbf u\times\mathbf v)\times\mathbf u=\mathbf v\,u^2-\mathbf u(\mathbf u\cdot\mathbf v)$ turns the numerator into $-\rho'[\boldsymbol\mu_e-\hat{\mathbf r}(\hat{\mathbf r}\cdot\boldsymbol\mu_e)]$. Over all directions, $\hat{\mathbf r}(\hat{\mathbf r}\cdot\boldsymbol\mu_e)$ averages to $\boldsymbol\mu_e/3$, so the bracket integrates to $4\pi\cdot\frac23\boldsymbol\mu_e$. The factor $r^2$ in $d^3r$ cancels $1/r^2$, and

$$\mathbf B_e(0)=\frac{\mu_0}{4\pi}\,\frac{8\pi}3\,\boldsymbol\mu_e\left(-\int_0^\infty\rho'\,dr\right)=\tfrac23\mu_0\,\rho(0)\,\boldsymbol\mu_e .$$

The proton's energy in this field is

$$-\boldsymbol\mu_p\cdot\mathbf B_e(0)=-(\beta_p\mathbf I)\cdot\tfrac23\mu_0\rho(0)(-\beta_e\mathbf S)=A\,\mathbf I\cdot\mathbf S .$$

The result is linear in each moment, and the two spins commute with each other, so it holds as an operator on the four spin states. The two minus signs make $A$ positive. ∎

A three-dimensional quadrature of the Biot–Savart integral gives $0.212207$ for the field in units of $\mu_0\mu_e/a_r^3$, which agrees with $2/(3\pi)$.

## Lemma 2: the action of $\mathbf I\cdot\mathbf S$

Write $\uparrow,\downarrow$ for the electron spin and $\Uparrow,\Downarrow$ for the proton spin. With raising and lowering operators,

$$\mathbf I\cdot\mathbf S=I_zS_z+\tfrac12(I_+S_-+I_-S_+).$$

On $|\uparrow\Uparrow\rangle$ and $|\downarrow\Downarrow\rangle$ both flip terms vanish, because one of the spins cannot be moved further. The result is the factor $+\frac14$. For opposite spins, $I_zS_z$ gives $-\frac14$ and one flip term survives:

$$\mathbf I\cdot\mathbf S\,|\uparrow\Downarrow\rangle=-\tfrac14|\uparrow\Downarrow\rangle+\tfrac12|\downarrow\Uparrow\rangle ,\qquad
\mathbf I\cdot\mathbf S\,|\downarrow\Uparrow\rangle=-\tfrac14|\downarrow\Uparrow\rangle+\tfrac12|\uparrow\Downarrow\rangle .$$

At zero field one can also square $\mathbf F=\mathbf S+\mathbf I$. Since $S^2=I^2=\frac34$, this gives $\mathbf I\cdot\mathbf S=\frac12[F(F+1)-\frac32]$, which is $\frac14$ for $F=1$ and $-\frac34$ for $F=0$. The triplet lies at $A/4$ and the singlet at $-3A/4$, so $A$ is the zero-field splitting.

## Proof of the theorem

The flip terms lower one spin and raise the other, so they conserve $F_z$; the field terms are diagonal. Therefore $H$ connects only states of equal $m$.

The states with $m=\pm1$ stand alone and are eigenstates. For $|\uparrow\Uparrow\rangle$, with $S_z=I_z=\frac12$, the energy is $\frac A4+\frac12\beta_eB-\frac12\beta_pB=E_d$. For $|\downarrow\Downarrow\rangle$ both field terms change sign, which gives $E_b$.

For $m=0$ use the basis $|\uparrow\Downarrow\rangle,|\downarrow\Uparrow\rangle$. In the first state $S_z=\frac12$ and $I_z=-\frac12$, so the field energy is $\frac12\beta_eB+\frac12\beta_pB=\frac12Ax$. The moments now add, since the two spins are opposite while their moments are parallel. The second state has the energy $-\frac12Ax$. With Lemma 2,

$$H_{m=0}=-\frac A4\,\mathbb 1+\frac A2\,M,\qquad M=\begin{pmatrix}x&1\\1&-x\end{pmatrix}.$$

Multiplication gives $M^2=(1+x^2)\mathbb 1$, so each eigenvalue of $M$ is $\pm\sqrt{1+x^2}$. The trace of $M$ is zero, so both signs occur. This gives $E_c$ and $E_a$. At $x=0$ they equal $A/4$ and $-3A/4$, which fixes the labels $F=1$ and $F=0$. ∎

**Remark: one formula for four levels.** The results combine into the Breit–Rabi formula

$$E=-\frac A4-\beta_pmB\pm\frac A2\sqrt{1+2mx+x^2},$$

with the upper sign for $F=1$ and the lower for $F=0$. For $m=0$ this is clear. For $m=1$ the root is $1+x$, and since $\frac12Ax=\frac12(\beta_e+\beta_p)B$,

$$E=-\tfrac A4-\beta_pB+\tfrac A2+\tfrac12(\beta_e+\beta_p)B=\tfrac A4+\tfrac12(\beta_e-\beta_p)B=E_d .$$

For $m=-1$ the radicand is $(1-x)^2$, and the root must be read as $1-x$ even when $x>1$. Then $E=\frac A4+\beta_pB-\frac12(\beta_e+\beta_p)B=E_b$. The positive root would put a false kink in this straight line at $x=1$.

## Corollary 1: the crossover field

In the $m=0$ block the external field sets the diagonal difference $Ax$, and the mutual coupling sets the zero-field gap $A$. They are equal at $x=1$. To see what this means for the state, divide $M$ by $\sqrt{1+x^2}$. The resulting matrix $N$ has eigenvalues $\pm1$, so $\frac12(\mathbb 1+N)$ projects onto state $c$. Its first diagonal element is the weight of $|\uparrow\Downarrow\rangle$ in $c$:

$$w=\frac12\left(1+\frac{x}{\sqrt{1+x^2}}\right).\tag{3}$$

It rises from $\frac12$ at zero field, where the spins are fully entangled, towards $1$ in a strong field, where each spin has its own direction. At $x=1$ it is $0.854$, and the a–c gap has grown from $A$ to $\sqrt2A$. The change is gradual; no levels cross there.

For hydrogen, Lemma 1 with $a_r=52.9465$ pm gives $A/h=1420.49$ MHz. The moments are $\beta_e/h=28024.95$ MHz/T and $\beta_p/h=42.577$ MHz/T, printed in the numerical output as $a/h$ and $b/h$. If the proton's moment in the external field is neglected, the crossover is at

$$\frac A{\beta_e}=\frac{1420.49}{28024.95}\ \text T=0.0507\ \text T\quad(507\text{ gauss}).$$

With both moments, the condition $x=1$ gives

$$B_1=\frac A{\beta_e+\beta_p}=\frac{1420.49}{28067.53}\ \text T=0.0506\ \text T .$$

The value 0.0507 tesla is thus the electron-only one. It exceeds $B_1$ by the fraction $\beta_p/\beta_e$, or 0.15 %. As the crossover is broad, this difference is unimportant for locating it. The proton's moment must still be kept in the levels: without it, the c–d maximum and the c–d crossing of Corollary 4 would not exist.

The levels $E/h$ in MHz show the passage:

| $B$ (T) | a | b | c | d |
|---|---|---|---|---|
| 0 | −1065.4 | 355.1 | 355.1 | 355.1 |
| 0.0100 | −1079.1 | 215.2 | 368.9 | 495.0 |
| 0.05061 | −1359.6 | −353.0 | 649.3 | 1063.2 |
| 0.1000 | −1928.0 | −1044.0 | 1217.7 | 1754.2 |

As a sample of the arithmetic, at $0.1$ T one has $x=1.9759$ and $\sqrt{1+x^2}=2.21454$, so $E_c/h=-355.12+710.245\times2.21454\approx1217.7$ MHz, as in the table. Direct diagonalization of the four-by-four matrix agrees with (2) at the fields tested, from zero to 25 T.

**The two limits.** For $x\ll1$, $\sqrt{1+x^2}\approx1+\frac12x^2$, so

$$E_c\approx\tfrac A4+\tfrac A4x^2,\qquad E_a\approx-\tfrac{3A}4-\tfrac A4x^2 .$$

The $m=0$ levels repel quadratically, while $b$ and $d$ move linearly. For $x\gg1$, $\sqrt{1+x^2}\approx x$, and $E_{c,a}\approx-\frac A4\pm\frac12(\beta_e+\beta_p)B$. The levels then form two pairs: $c,d$ with electron spin up and $a,b$ with electron spin down. Within each pair the proton spin makes the smaller difference.

## Corollary 2: low-field and high-field seekers

Differentiate (2), using $dx/dB=(\beta_e+\beta_p)/A$:

$$\frac{dE_d}{dB}=-\frac{dE_b}{dB}=\frac{\beta_e-\beta_p}2,\qquad
\frac{dE_c}{dB}=-\frac{dE_a}{dB}=\frac{\beta_e+\beta_p}2\,\frac{x}{\sqrt{1+x^2}} .\tag{4}$$

Let the atom move slowly through a nonuniform field, so that its spin state follows the local field direction and stays in the same level. The level energy then acts as a potential energy, and the force is

$$\mathbf F=-\frac{dE}{dB}\,\nabla|\mathbf B| .$$

A positive slope gives a force towards weaker field. For every $B>0$, therefore, **c and d are the low-field seekers**, and a and b are the high-field seekers. The physical reason is that the electron's moment dominates and is opposite to its spin. In $d$ the electron spin points along the field, so its moment points against it; in $c$ this holds for the larger part of the state, by (3).

The strengths differ. At $0.01$ T the slopes over $h$ are $2720$ MHz/T for $c$ and $13991$ MHz/T for $d$, so $c$ is pushed about one fifth as hard. At $x=1$ the slope of $c$ has risen to $9923$ MHz/T. At $B=0$ it vanishes, and $c$ is then neither kind of seeker to first order. The force law also fails where the field direction, as seen by the moving atom, turns too quickly for the spin to follow. This is a danger near a zero of the field, where the levels $b,c,d$ come together.

## Corollary 3: the clock states

The states $a$ and $c$, that is $(F=0,m=0)$ and $(F=1,m=0)$, are the clock states. Their transition frequency is

$$\nu_{ac}=\frac{E_c-E_a}h=\frac Ah\sqrt{1+x^2}\approx\frac Ah+KB^2,\qquad K=\frac{(\beta_e+\beta_p)^2}{2Ah},\tag{5}$$

where the last form holds for $x\ll1$ and follows from $\frac A{2h}x^2$. There is no linear term. At zero field each state has equal weights of $|\uparrow\Downarrow\rangle$ and $|\downarrow\Uparrow\rangle$, whose moments are opposite, so the mean moment is zero. The field must first polarize the state before it can shift it.

For hydrogen,

$$K=\frac{(28067.53)^2}{2\times1420.49}\ \text{MHz/T}^2=277.3\ \text{GHz/T}^2 .$$

A stray field of $0.1$ microtesla shifts the clock frequency by $277.3\times10^9\times10^{-14}$ Hz $=2.77$ mHz. The a–d frequency in the same field shifts by $\frac12(\beta_e-\beta_p)B/h=1399$ Hz, about $5\times10^5$ times as much.

For this transition the protection belongs to zero field. In a bias field $B\ll B_1$ the sensitivity is $d\nu_{ac}/dB=2KB$, so a clock that uses a small field to separate the levels needs that field to be steady. State $c$ is both a clock state and, for $B>0$, a low-field seeker; there is no conflict, since its moment grows from zero with the field.

## Corollary 4: other stationary frequencies and a true crossing

A transition frequency is stationary where its two levels have equal slopes. Put

$$r=\frac{\beta_e-\beta_p}{\beta_e+\beta_p},\qquad s=\frac x{\sqrt{1+x^2}} .$$

In units of $\frac12(\beta_e+\beta_p)$, the slopes of $a,b,c,d$ are $-s,-r,s,r$. The pair a–c has equal slopes only at $s=0$. The pairs b–d, a–d and b–c never do, since $r>0$ and $s\ge0$. The pairs a–b and c–d do so at $s=r$, which means $x=r/\sqrt{1-r^2}$. Because $1-r^2=4\beta_e\beta_p/(\beta_e+\beta_p)^2$,

$$x_s=\frac{\beta_e-\beta_p}{2\sqrt{\beta_e\beta_p}},\qquad B_s=\frac{A\,x_s}{\beta_e+\beta_p}=0.648\ \text T .$$

There the a–b frequency has a minimum of $765.5$ MHz and the c–d frequency a maximum of $655.0$ MHz. Their sum is $A/h$, as (2) requires at every field: the field-dependent terms of $E_b-E_a$ and $E_d-E_c$ are equal and opposite.

These two frequencies are flatter at $B_s$ than the a–c frequency is at zero field. Expanding (2) about $B_s$, a small deviation $\delta B$ of the field strength shifts them by $\pm\frac12K(1+x_s^2)^{-3/2}\,\delta B^2$, with $K$ from (5). Since $1+x_s^2=1/(1-r^2)\approx165$, the coefficient is about $4200$ times smaller than $K$. The price is a bias field that must be held close to $B_s$.

Above $B_s$ level $c$ rises faster than $d$ and finally meets it. Setting $E_c=E_d$ and dividing by $A/2$ gives $\sqrt{1+x^2}=1+rx$. Squaring yields $x^2=2rx+r^2x^2$, and for $x\ne0$,

$$x=\frac{2r}{1-r^2}=\frac{(\beta_e-\beta_p)(\beta_e+\beta_p)}{2\beta_e\beta_p},\qquad B_\times=\frac{A(\beta_e-\beta_p)}{2\beta_e\beta_p}=16.66\ \text T .$$

The levels cross without repulsion because they have different $m$ and $H$ does not connect them. The order $a<b<c<d$ thus holds for $0<B<B_\times$.

## What the model leaves out

The kinetic energy in a magnetic field also contains $e^2B^2(x_\perp^2+y_\perp^2)/(8m_e)$, where $x_\perp,y_\perp$ are the electron's coordinates across the field. In the 1s state $\langle x_\perp^2+y_\perp^2\rangle=2a_0^2$ for a heavy proton. The term raises all four levels alike, by about $76$ Hz at $B_1$, against spin shifts of hundreds of MHz. Being common, it drops out of the transition frequencies to first order.

The value of $A$ omits relativistic corrections to the orbital, radiative corrections beyond the free $g$ factor, and the proton's size and structure. The relativistic ones are of relative order $\alpha^2\approx5\times10^{-5}$, with $\alpha$ the fine-structure constant, and raise $A/h$ by about $0.11$ MHz; the others together are somewhat larger and of opposite sign. Binding also lowers the moments of the electron and the proton in the external field by about $2\times10^{-5}$ each. The measured splitting is $1420.41$ MHz, $0.08$ MHz below the computed $1420.49$ MHz, so the computed value is no clock standard. With the measured $A$, frequencies quoted to $0.1$ MHz can change in the last digit: the c–d maximum becomes $654.9$ MHz and the zero-field singlet level $-1065.3$ MHz. The crossing field moves from $16.656$ T to $16.655$ T, while the crossover field and $B_s$ keep the three digits given.

## Numbers as computed

```
electron g factor g_e = 2.002319
proton g factor g_p = 5.585695
reduced-mass Bohr radius = 52.9465 pm
contact field / (mu_0 moment / a^3): 0.212207
formula 2/(3 pi) = 0.212207
hyperfine splitting A/h = 1420.49 MHz
a/h = g_e mu_B/h = 28024.95 MHz/T
b/h = g_p mu_N/h = 42.577 MHz/T
(a+b)/h = 28067.53 MHz/T
(a-b)/h = 27982.37 MHz/T
crossover, electron moment only = 0.05069 T
crossover x = 1, both moments = 0.05061 T
relative difference = 0.152 %
levels E/h in MHz, order a, b, c, d:
B = 0.00000 T, x = 0.0000: -1065.36  355.12  355.12  355.12
B = 0.01000 T, x = 0.1976: -1079.10  215.21  368.85  495.03
B = 0.05061 T, x = 1.0000: -1359.56  -352.97  649.31  1063.21
B = 0.10000 T, x = 1.9759: -1927.99  -1044.00  1217.75  1754.24
B = 0.50000 T, x = 9.8796: -7407.86  -6640.47  6697.61  7350.71
slopes (dE/dB)/h in MHz/T, order a, b, c, d:
B = 0.01000 T: -2720.4  -13991.2  2720.4  13991.2
B = 0.05061 T: -9923.4  -13991.2  9923.4  13991.2
B = 0.10000 T: -12521.5  -13991.2  12521.5  13991.2
state c at x = 1: weight electron up, proton down = 0.8536
state c at x = 1: weight electron down, proton up = 0.1464
a-c frequency at x = 1 = 2008.87 MHz
clock coefficient K = 277.29 GHz/T^2
example clock field = 0.1 microtesla
a-c clock shift there = 2.773 mHz
a-d linear shift there = 1399.1 Hz
stationary a-b and c-d frequencies at B = 0.6482 T
a-b frequency there = 765.53 MHz
c-d frequency there = 654.96 MHz
levels c and d cross at B = 16.656 T
common diamagnetic shift at x = 1 = 76.3 Hz
```
